\section*{Leakage and charging energy of a voltage-pulsed tunnel barrier}

\section*{Problem}

A magnetic memory cell is written by a voltage pulse across a tunnel barrier of thickness $d=1.5$ nm and effective relative permittivity $\varepsilon_r=10$. The pulse is square and lasts $t=0.5$ ns. The barrier has area $A$, capacitance $C$ and resistance $R$. Its resistance-area product is written $\rho_A=RA$. A supply of fixed voltage $V$ feeds the cell through a lead of resistance $R_s$, and after the pulse the cell is discharged to ground through the same lead.

\begin{enumerate}
\item[(a)] Without leakage, how much energy does the supply deliver in one cycle of charging and discharging, and where does it go?
\item[(b)] At which value of $\rho_A$ does the energy leaked during the pulse equal this charging energy? Take $R_s\ll R$ and $R_sC\ll t$.
\item[(c)] Evaluate both energies for a round junction of diameter 50 nm at $V=1$ V, and find how the leakage changes with $\rho_A$.
\item[(d)] Find the correction to (b) for a lead of 1 k$\Omega$.
\item[(e)] Estimate how far the other neglected effects move the result.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The cost of charging}

Let $q$ be the charge on the barrier and $s$ the time since the pulse began. The supply voltage is the sum of the drops across lead and barrier:
\begin{equation}
V=R_s\frac{dq}{ds}+\frac{q}{C},\qquad q(0)=0 .
\end{equation}
With $\tau_0=R_sC$ the solution and its current are
\begin{equation}
q=CV\left(1-e^{-s/\tau_0}\right),\qquad
i=\frac{dq}{ds}=\frac{V}{R_s}e^{-s/\tau_0}.
\end{equation}
Since $t\gg\tau_0$, the integrals over the pulse may be extended to infinity. The supply delivers
\begin{equation}
E_C=V\int_0^\infty i\,ds=\frac{V^2}{R_s}\tau_0=CV^2,
\end{equation}
and the lead turns into heat
\begin{equation}
R_s\int_0^\infty i^2ds=\frac{V^2}{R_s}\,\frac{\tau_0}{2}=\frac12CV^2 .
\end{equation}
The other half is stored in the barrier. During discharge the current has the same magnitude and the opposite sign, so the lead heat is again $CV^2/2$, and the grounded supply delivers nothing. One cycle therefore costs $CV^2$, all of it heat in the lead, for any $R_s$ that keeps $R_sC\ll t$.

This relies on a supply of fixed voltage. If the source voltage instead rises slowly over a time $T\gg\tau_0$, the current is close to $CV/T$ and the lead heat on that edge is
\begin{equation}
R_s\left(\frac{CV}{T}\right)^2T=\frac{\tau_0}{T}\,CV^2 ,
\end{equation}
which is much smaller. The source then delivers only about $CV^2/2$, nearly all of which is stored in the barrier. If the source also recovers this energy on an equally slow falling edge, the net cost of the cycle is only the lead heat of the two edges, about $2(\tau_0/T)\,CV^2$.

\subsection*{(b) The crossover}

A uniform field $V/d$ in the barrier gives the surface charge density $\varepsilon_0\varepsilon_rV/d$. Multiplying by $A$ and dividing by $V$,
\begin{equation}
C=\frac{\varepsilon_0\varepsilon_rA}{d}.
\end{equation}
For $R_s\ll R$ and $\tau_0\ll t$ the barrier is at voltage $V$ for practically the whole pulse. With $R=\rho_A/A$ the leakage energy is
\begin{equation}
E_L=\frac{V^2}{R}\,t=\frac{V^2At}{\rho_A}.
\end{equation}
Here $\rho_A$ must be the value at the pulse voltage. The ratio of the two energies is
\begin{equation}
\frac{E_L}{E_C}=\frac{V^2At}{\rho_A}\,\frac{d}{\varepsilon_0\varepsilon_rAV^2}
=\frac{t\,d}{\varepsilon_0\varepsilon_r\,\rho_A}=\frac{t}{RC}.
\label{eq:ratio}
\end{equation}
The area cancels because both energies are proportional to it. The factor $V^2$ cancels too, so voltage enters only through a possible dependence of $\rho_A$ or $\varepsilon_r$ on it. Setting the ratio to one gives
\begin{align}
\rho_A^*&=\frac{t\,d}{\varepsilon_0\varepsilon_r}
=\frac{(0.5\times10^{-9}\ \mathrm{s})(1.5\times10^{-9}\ \mathrm{m})}
{(8.854\times10^{-12}\ \mathrm{F/m})(10)}\nonumber\\
&=8.47\times10^{-9}\ \Omega\,\mathrm{m^2}=8.47\ \mathrm{k\Omega\,\mu m^2}.
\end{align}
The last step uses $1\ \mathrm{m^2}=10^{12}\ \mathrm{\mu m^2}$ and $1\ \mathrm{k\Omega}=10^3\ \Omega$.

The condition $t=RC$ has a direct meaning: the charge that leaks through during the pulse, $Vt/R$, equals the charge $CV$ on the barrier. For a larger $\rho_A$ or a shorter pulse, charging costs more; in the opposite case leakage costs more. If leakage is compared with the stored energy $CV^2/2$ instead, the condition is $t/(RC)=1/2$ and the crossover doubles to $16.9\ \mathrm{k\Omega\,\mu m^2}$.

\subsection*{(c) A junction of 50 nm diameter}

The area is $A=\pi(0.025\ \mathrm{\mu m})^2=1.963\times10^{-3}\ \mathrm{\mu m^2}$. The capacitance per area, $\varepsilon_0\varepsilon_r/d$, is $59.03\ \mathrm{fF/\mu m^2}$, so
\begin{align}
C&=59.03\times1.963\times10^{-3}\ \mathrm{fF}=0.116\ \mathrm{fF},\\
E_C&=(0.116\ \mathrm{fF})(1\ \mathrm V)^2=0.116\ \mathrm{fJ}.
\end{align}
At the crossover,
\begin{equation}
R=\frac{8.471\ \mathrm{k\Omega\,\mu m^2}}{1.963\times10^{-3}\ \mathrm{\mu m^2}}
=4.31\ \mathrm{M\Omega},\qquad \frac VR=0.232\ \mathrm{\mu A},
\end{equation}
and the leakage energy is $(1\ \mathrm V)(0.232\ \mathrm{\mu A})(0.5\ \mathrm{ns})=0.116$ fJ, equal to $E_C$.

With $V$, $t$, $d$ and $A$ held fixed, $E_L$ is inversely proportional to $\rho_A$:
\begin{center}
\begin{tabular}{ccc}
$\rho_A$ ($\mathrm{k\Omega\,\mu m^2}$) & $E_L$ (fJ) & $E_L/E_C$\\
\hline
0.01 & 98.2 & 847\\
0.1 & 9.82 & 84.7\\
1 & 0.982 & 8.47\\
10 & 0.0982 & 0.847\\
100 & 0.00982 & 0.0847
\end{tabular}
\end{center}
The table assumes that the full 1 V stays across the barrier. In its first row $R$ is about 5 k$\Omega$, so a lead of 1 k$\Omega$ would already take a sixth of the supply voltage.

\subsection*{(d) Finite lead resistance}

With leakage, the lead current splits between the capacitance and the resistance of the barrier, whose voltage is $v$:
\begin{equation}
\frac{V-v}{R_s}=C\frac{dv}{ds}+\frac vR .
\end{equation}
Let $\epsilon=R_s/R$. The final voltage and the time constant are
\begin{equation}
V_f=\frac{V}{1+\epsilon},\qquad \tau=\frac{R_sC}{1+\epsilon}.
\end{equation}
During the pulse $v=V_f(1-e^{-s/\tau})$. Terms of order $e^{-t/\tau}$ are negligible, because $\tau$ is about 0.12 ps. The discharge therefore starts from $V_f$ and follows $V_fe^{-s/\tau}$, with $s$ now counted from the end of the pulse. The barrier heat, including the discharge, is
\begin{equation}
Q_b=\frac{V_f^2}{R}\left[\left(t-2\tau+\frac\tau2\right)+\frac\tau2\right]
=\frac{V_f^2}{R}(t-\tau).
\end{equation}
For the lead, $V-V_f=\epsilon V_f$, so its voltage during the pulse is $V_f(\epsilon+e^{-s/\tau})$. Squaring, integrating and adding the discharge gives
\begin{equation}
Q_s=\frac{V_f^2}{R_s}\left[\left(\epsilon^2t+2\epsilon\tau+\frac\tau2\right)+\frac\tau2\right]
=\frac{V_f^2}{R_s}\left(\epsilon^2t+2\epsilon\tau+\tau\right).
\end{equation}
By part (a) the charging energy ends as heat in the lead. The crossover is therefore taken here as the point where barrier heat equals lead heat, with the small lead heat caused by the leakage current included. Comparing $Q_b$ with $CV^2$ gives the same first-order shift, but comparing it with $CV_f^2$ gives $RC=t-\tau$, a shift only a third as large. Set $Q_b=Q_s$ and multiply by $R_s/V_f^2$:
\begin{align}
\epsilon(t-\tau)&=\epsilon^2t+2\epsilon\tau+\tau,\\
\epsilon t(1-\epsilon)&=\tau(1+3\epsilon).
\end{align}
Now insert $\tau=R_sC/(1+\epsilon)$ and divide by $\epsilon=R_s/R$:
\begin{equation}
RC=t\,\frac{(1-\epsilon)(1+\epsilon)}{1+3\epsilon}\simeq t(1-3\epsilon).
\end{equation}
For $R_s=1\ \mathrm{k\Omega}$ and $R=4314\ \mathrm{k\Omega}$, the crossover falls by $3/4314$, or 0.07\%. Numerical integration of the circuit equation, with a search for the $\rho_A$ that makes the two heats equal, gives the same shift.

\subsection*{(e) Other neglected effects}

\paragraph{Electrode screening.} In a metal with Thomas--Fermi screening length $\lambda$, the potential decays as $e^{-z/\lambda}$ with distance $z$ from the surface. For surface charge density $\sigma$ the field at the metal surface is $\sigma/\varepsilon_0$, so each electrode takes a voltage $\lambda\sigma/\varepsilon_0$. Adding both to the barrier's own drop,
\begin{equation}
V=\sigma\left(\frac{d}{\varepsilon_0\varepsilon_r}+\frac{2\lambda}{\varepsilon_0}\right),
\qquad
\frac{C}{A}=\frac{\varepsilon_0\varepsilon_r}{d}\,\frac{1}{1+2\varepsilon_r\lambda/d}.
\end{equation}
A rough $\lambda=0.05$ nm gives the factor $1/(1+1/1.5)=0.60$. If 10 is the permittivity of the insulator alone, the crossover thus rises to $8.47/0.60=14.1\ \mathrm{k\Omega\,\mu m^2}$. If 10 is the effective value inferred from the capacitance of the whole stack, as assumed in the problem, screening is already included. The estimate ignores the spill-out of electrons from the metal.

\paragraph{Fringe field.} For two thin discs of radius $a$ in a uniform medium, Love's integral equation gives the capacitance. With $g=d/a=0.06$ it reads
\begin{equation}
f(x)-\frac1\pi\int_{-1}^{1}\frac{g\,f(y)}{g^2+(x-y)^2}\,dy=1,
\end{equation}
and the capacitance is $(2g/\pi)\int_{-1}^1f\,dx$ times the uniform-field value. Solving it by Gauss--Legendre quadrature gives an increase of 11.3\%, which lowers the crossover to $7.6\ \mathrm{k\Omega\,\mu m^2}$. Real electrodes are thick and the surrounding insulator is a different one, so this is an estimate of size. For a pillar 2 to 50 nm tall over a plane electrode, in an insulator of permittivity 3.9, the increase is 10 to 21\%; it reaches 40\% for the tallest pillar in an insulator of permittivity 7.5.

\paragraph{Bias dependence.} The result needs the tunnel resistance at 1 V, so a value measured at low voltage must first be converted. A semiclassical model at zero temperature gives the current density
\begin{align}
J&=\frac{2e}{h}\int_{-eV}^{0}dE\int\frac{d^2k}{4\pi^2}
\exp\left(-2\int_0^d\kappa\,dz\right),\\
\kappa^2&=\frac{2m^*}{\hbar^2}\left(\phi-\frac{eVz}{d}-E\right)+k^2 ,
\end{align}
where $E$ is measured from the Fermi level of the emitting electrode, $\mathbf k$ is the wavevector along the barrier, $\phi$ is the barrier height and $m^*$ the effective mass. Take a rough $m^*$ of 0.4 electron masses and choose $\phi$ so that $V/J=8.47\ \mathrm{k\Omega\,\mu m^2}$ at 1 V. Numerical integration then requires $\phi=1.66$ eV and gives $15.1\ \mathrm{k\Omega\,\mu m^2}$ at 0.01 V. In this model a junction at the crossover during the pulse has a low-bias value 1.78 times as large. This factor depends strongly on the assumed mass: with 0.2 electron masses the same condition at 1 V requires $\phi=3.09$ eV, and the factor is only 1.17. It also depends on the semiclassical approximation: the exact transmission of the same barrier with mass 0.4, between free-electron electrodes with Fermi energies of 2.5 to 5 eV, requires $\phi\approx2.0$ eV and gives a factor of 1.56 to 1.66. Thermal smearing of the occupations at 300 K lowers $\rho_A$ at 1 V by 1.8\% for the mass 0.4 and by 0.4\% for the mass 0.2; inelastic tunnelling is not included.

At fixed $\phi$ and 1 V, adding 0.1 nm to the barrier multiplies $\rho_A$ by 2.30 in the semiclassical model with mass 0.4 (2.35 with mass 0.2), but the crossover value only by $1.6/1.5=1.07$. By equation (\ref{eq:ratio}), $E_L/E_C$ changes by the factor $1.07/2.30=0.46$. A small change of thickness therefore moves a junction across the boundary far more readily than it moves the boundary.

\paragraph{Shot noise.} The leaked charge of 0.116 fC is 723 electrons. For independent tunnelling events the relative scatter from pulse to pulse is $1/\sqrt{723}=3.7\%$, so the equality holds for the mean leakage energy.

\paragraph{The line.} Suppose a line of capacitance 10 fF, a round value, is charged and discharged with the cell. It costs 10 fJ per pulse, 86 times the barrier's $CV^2$. Leakage then equals the total charging energy when $\rho_A$ is smaller by the factor $1+86=87$, at about $0.097\ \mathrm{k\Omega\,\mu m^2}$ for a negligible lead. There $R$ is only about 50 k$\Omega$, so a lead of 1 k$\Omega$ lowers this value to $0.091\ \mathrm{k\Omega\,\mu m^2}$ by the criterion of part (d). Near $8.5\ \mathrm{k\Omega\,\mu m^2}$ both barrier energies are small beside that of such a line.

\paragraph{Comparison with real cells.} The thickness, diameter and pulse length lie in the regime of voltage-controlled magnetic memory. Reported cells of this size often have $\rho_A$ below $1\ \mathrm{k\Omega\,\mu m^2}$, so leakage still exceeds the barrier's $CV^2$ by about an order of magnitude. Cells switched by current through the barrier need a much lower $\rho_A$, roughly $0.01\ \mathrm{k\Omega\,\mu m^2}$; for the pulse used here, that is the leakage-dominated end of the table. If the whole voltage falls across the barrier and none in the electrodes, the field, $1\ \mathrm V/1.5\ \mathrm{nm}=6.7$ MV/cm, is two thirds of 10 MV/cm, a rough breakdown field for long stress. The limit rises as the pulse shortens, and cells have been written with sub-nanosecond pulses of about 2 V across 1.4 nm, or 14 MV/cm. Real junctions also break the assumption of a constant resistance, since $R$ depends on the relative orientation of the magnetic layers. If the magnetization turns during the pulse, $E_L=V^2\int_0^t ds/R(s)$, and $1/\rho_A$ in the result must be replaced by its time average. Apart from a change of barrier thickness, the largest effects on the barrier estimated here are the bias dependence, if a low-voltage $\rho_A$ is used, and screening, if a bulk permittivity is used. With the rough effective mass of 0.4 and screening length of 0.05 nm used here, each changes the relevant $\rho_A$ by a factor of about 1.7 to 1.8. Both factors are sensitive to these inputs, so they show only the possible size of the effects.

Numbers in the example were calculated in double precision.
